**Radial meta-GGA equation and the norm relation with μ = 1 + v_τ**

For a spherical atom with ψ = (u/r)Y_lm and μ(r) = 1 + ∂e_xc/∂τ = m/m\*, the generalized Kohn–Sham equation in hartree units is −½[(μu′)′ − μ′u/r − μ l(l+1)u/r²] + vu = εu, and the regular solution obeys −½ μ(r_c) u(r_c)² ∂(u′/u)/∂ε = Q, where Q is the integral of u² from 0 to r_c. The program asserts the radial operator against the Cartesian ∇·(μ∇ψ) using symbolic derivatives of test functions for l = 0, 1, 2 evaluated at one point, and the v_τ terms against finite differences of the r²SCAN exchange-correlation energy. For the spherically averaged, unpolarized F atom it asserts that Runge–Kutta eigenvalues and enclosed norms agree with a three-dimensional 25s18p Gaussian calculation, and that finite-difference slopes obey the norm relation and its two-energy form. The output shows v_τ = 0.0519 at r_c = 1.3 bohr and slopes of −2.8311 (2s) and −2.7686 (2p) per hartree bohr, which the formula without μ overestimates in magnitude by 5.2%. Pseudized channels reproduce the all-electron slope when μ is matched and Q conserved, also in Kleinman–Bylander form, while μ = 1 with conserved Q gives the ratio 1.051938. A step model asserts that μR′ with R = u/r, and not μu′, is continuous across a jump in μ, and that D = μR′/R has the slope −2Q/u².

## Numerical verification

```python
# Meta-GGA radial generalized Kohn-Sham equation and norm relation (hartree, bohr).
# mu(r) = 1 + v_tau, v_tau = d e_xc/d tau, tau = (1/2) sum f |grad psi|^2, psi = (u/r) Y_lm
#   radial equation: -(1/2)[(mu u')' - mu' u/r - mu l(l+1) u/r^2] + v u = eps u
#   norm relation:   -(1/2) mu(rc) u(rc)^2 d(u'/u)/d eps = Q = int_0^rc u^2 dr
# Example: spherical unpolarized F atom 1s2 2s2 2p5, r2SCAN, checked against a 3D Gaussian code.
import numpy as np, sympy as sp
from scipy.constants import physical_constants as pc
from scipy.interpolate import CubicSpline
from scipy.integrate import simpson, quad
from scipy.optimize import brentq
from scipy.linalg import eigh
from scipy.special import spherical_jn as jn, spherical_yn as yn
from pyscf import gto, dft
from pyscf.scf import hf
hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0]*1e10

# Cartesian div(mu grad psi) against the radial operator
X, Y, Zc = sp.symbols('X Y Zc', real=True)
rs = sp.symbols('rs', positive=True)
rad = sp.sqrt(X**2+Y**2+Zc**2)
mus = 1+sp.Rational(3, 10)*rs**2*sp.exp(-rs)
worst = 0.0
for l, ang in ((0, sp.Integer(1)), (1, Zc/rad), (2, X*Y/rad**2)):
    us = rs**(l+1)*(1+rs)*sp.exp(-rs**2/2)
    psi = (us/rs).subs(rs, rad)*ang
    cart = sum(sp.diff(mus.subs(rs, rad)*sp.diff(psi, c), c) for c in (X, Y, Zc))
    radial = sp.diff(mus*sp.diff(us, rs), rs)-sp.diff(mus, rs)*us/rs-mus*l*(l+1)*us/rs**2
    pt = {X: sp.Rational(3, 10), Y: sp.Rational(-7, 10), Zc: sp.Rational(9, 10)}
    worst = max(worst, abs(float((cart-(radial/rs).subs(rs, rad)*ang).subs(pt).evalf(30))))
assert worst < 1e-15
print(f"Cartesian minus radial operator, l=0,1,2: max {worst:.1e}")

# 3D self-consistent atom
Z, XC, rc = 9, 'MGGA_X_R2SCAN,MGGA_C_R2SCAN', 1.3
basis = [[0, [0.04*2.0**k, 1.0]] for k in range(25)]+[[1, [0.03*2.0**k, 1.0]] for k in range(18)]
mol = gto.M(atom='F 0 0 0', basis={'F': basis}, spin=1, verbose=0)
loc = mol.ao_loc_nr()
srow = np.zeros(loc[-1], bool)
for ib in range(mol.nbas):
    srow[loc[ib]:loc[ib+1]] = mol.bas_angular(ib) == 0
def split(e, C):
    order = np.argsort(e)
    s_like = (C[srow]**2).sum(0) > (C[~srow]**2).sum(0)
    return [i for i in order if s_like[i]][:2], [i for i in order if not s_like[i]][:3]
def get_occ(mo_energy=None, mo_coeff=None):
    si, pi_ = split(mo_energy, mo_coeff)
    occ = np.zeros(len(mo_energy)); occ[si] = 2.0; occ[pi_] = 5.0/3.0
    return occ
mf = dft.rks.RKS(mol)
mf.xc, mf.chkfile, mf.conv_tol, mf.small_rho_cutoff = XC, None, 1e-9, 0.0
mf.grids.atom_grid, mf.grids.prune = (400, 26), None
mf.get_occ = get_occ
etot = mf.kernel()
assert mf.converged
dmt = mf.make_rdm1()
veff = mf.get_veff(mol, dmt)
e3, C3 = eigh(mf.get_hcore()+np.asarray(veff), mf.get_ovlp())
si, pi_ = split(e3, C3)
dm = np.array(dmt)

# radial fields on a logarithmic grid (RK4 step h, half steps stored)
h, NC, NT = 0.004, 3520, 4030
x = np.log(rc)+0.5*h*(np.arange(2*NT+1)-2*NC)
r = np.exp(x); rf = r[::2]; ic = 2*NC
ao = dft.numint.eval_ao(mol, np.c_[0*r, 0*r, r], deriv=1)
def fields(d):
    c0 = ao[0]@d
    return ((ao[0]*c0).sum(1), 2*(ao[3]*c0).sum(1),
            0.5*sum(((ao[k]@d)*ao[k]).sum(1) for k in (1, 2, 3)))
def xc(n, dn, tau):
    z = np.zeros_like(n)
    e, vx = dft.libxc.eval_xc(XC, np.array([n, z, z, dn, z, tau]), spin=0, deriv=1)[:2]
    return n*e, vx[0], vx[1], vx[-1]
vol = lambda f: simpson(4*np.pi*f*r**3, dx=h/2)
n, dn, tau = fields(dm)
exc, vrho, vsig, vtau = xc(n, dn, tau)
assert abs(vol(n)-Z) < 1e-5 and abs(vol(exc)-veff.exc) < 2e-5
w = 2*vsig*dn
vxc = vrho-(2*w+CubicSpline(x, w)(x, 1))/r
outer = CubicSpline(x, 4*np.pi*n*r**2).antiderivative()(x)
v = -Z/r+CubicSpline(x, 4*np.pi*n*r**3).antiderivative()(x)/r+outer[-1]-outer+vxc
mu = 1+vtau; dmu = CubicSpline(x, mu)(x, 1)/r; muc = mu[ic]
assert mu.min() > 0.5 and abs(muc-1) > 2e-3
fd = (xc(n, dn, tau*1.0001)[0][ic]-xc(n, dn, tau*0.9999)[0][ic])/(2e-4*tau[ic])
assert abs(fd-vtau[ic]) < 1e-6
print(f"F r2SCAN 25s18p: E = {etot:.5f} Ha, Exc = {vol(exc):.5f} Ha, N = {vol(n):.6f}")
print(f"rc = {rc} bohr: n = {n[ic]:.5f} bohr^-3, n' = {dn[ic]:.5f} bohr^-4, tau = {tau[ic]:.5f} Ha/bohr^3")
print(f"at rc: v_tau = {vtau[ic]:.6f}, mu' = {dmu[ic]:.5f} 1/bohr, m*/m = {1/muc:.6f}, v = {v[ic]:.5f} Ha")
print(f"mu range for r < {r[-1]:.1f} bohr: {mu.min():.5f} to {mu.max():.5f} (max at {r[mu.argmax()]:.3f} bohr)")

# orbital variation of Exc: finite difference against v_xc and v_tau terms
c2 = mf.mo_coeff[:, split(mf.mo_energy, mf.mo_coeff)[0][1]]
d = np.zeros_like(c2); d[np.where(srow)[0][5]] = 1.0
Ex = lambda t: vol(xc(*fields(dm+2*(np.outer(c2+t*d, c2+t*d)-np.outer(c2, c2))))[0])
dE = (Ex(1e-4)-Ex(-1e-4))/2e-4
t_loc, t_tau = vol(4*vxc*(ao[0]@c2)*(ao[0]@d)), vol(2*vtau*(ao[3]@c2)*(ao[3]@d))
assert abs(dE-t_loc-t_tau) < 2e-5 and abs(t_tau) > 1e-3
print(f"dExc/dlambda: FD {dE:.6f} Ha; local {t_loc:.6f} + tau term {t_tau:.6f} Ha")

def shoot(l, eps, m, dm_, pot, ns, src=None, keep=1.0):
    """RK4 in ln r for u and p = mu u'; src solves (H-eps)u = -src from zero data."""
    k = 2*ns+1; rr = r[:k]
    a = (rr/m[:k]).tolist()
    b = (keep*dm_[:k]+m[:k]*l*(l+1)/rr+2*rr*(pot[:k]-eps)).tolist()
    if src is None:
        s = [0.0]*k; u, p = float(rr[0]**(l+1)), float(m[0]*(l+1)*rr[0]**l)
    else:
        s = (2*rr*src[:k]).tolist(); u = p = 0.0
    U, P = [u], [p]
    for i in range(0, k-1, 2):
        u1, p1 = a[i]*p, b[i]*u+s[i]
        u2, p2 = a[i+1]*(p+.5*h*p1), b[i+1]*(u+.5*h*u1)+s[i+1]
        u3, p3 = a[i+1]*(p+.5*h*p2), b[i+1]*(u+.5*h*u2)+s[i+1]
        u4, p4 = a[i+2]*(p+h*p3), b[i+2]*(u+h*u3)+s[i+2]
        u += h*(u1+2*u2+2*u3+u4)/6; p += h*(p1+2*p2+2*p3+p4)/6
        U.append(u); P.append(p)
    return np.array(U), np.array(P)
line = lambda f: simpson(f*rf[:len(f)], dx=h)
def slope(solver, eps, m_end, de=1e-4):
    (u1, p1), (u0, p0) = solver(eps+de), solver(eps-de)
    return (p1[-1]/u1[-1]-p0[-1]/u0[-1])/(2*de*m_end)

eig, shifts = {}, []
for name, l, e0, wid, ns in (('1s', 0, e3[si[0]], 2.0, NC+210), ('2s', 0, e3[si[1]], 0.3, NT),
                             ('2p', 1, e3[pi_[0]], 0.3, NT)):
    root = lambda kp: brentq(lambda e: shoot(l, e, mu, dmu, v, ns, keep=kp)[0][-1],
                             e0-wid, e0+wid, xtol=1e-14)
    eig[name] = root(1.0); shifts.append(root(0.0)-eig[name])
    assert abs(eig[name]-e0) < 2e-4
    print(f"{name}: 3D {e0:.6f} Ha, radial {eig[name]:.6f} Ha ({eig[name]*EV:.3f} eV), "
          f"shift without mu'u/r {shifts[-1]:+.5f} Ha")
assert max(abs(s) for s in shifts) > 2e-3

# norm relation at other radii and energies, and the two-energy form
err = 0.0
for l in (0, 1, 2):
    for ns in (NC-300, NC-100, NC+60):
        for e in (-0.9, 0.2):
            u, p = shoot(l, e, mu, dmu, v, ns)
            sl = slope(lambda t: shoot(l, t, mu, dmu, v, ns), e, mu[2*ns], 2e-5)
            err = max(err, abs(-0.5*mu[2*ns]*u[-1]**2*sl/line(u*u)-1))
    (u1, p1), (u2, p2) = shoot(l, -0.9, mu, dmu, v, NC), shoot(l, -0.4, mu, dmu, v, NC)
    assert abs(-0.5*(u2[-1]*p1[-1]-u1[-1]*p2[-1])/(-0.5*line(u1*u2))-1) < 1e-6
assert err < 1e-5
print(f"norm relation, l=0,1,2, 3 radii, 2 energies: max rel. error {err:.1e}")

ri = r[:ic+1]; t = ri**2-rc**2
bq = dmu[ic]/(2*rc); mu_ps, dmu_ps = muc+bq*t, 2*bq*ri
one, zero = np.ones_like(ri), np.zeros_like(ri)
print(f"smooth mu_PS = a + b r^2: a = {muc-bq*rc**2:.6f}, b = {bq:.6f} bohr^-2")
for name, l, cols in (('2s', 0, [si[1]]), ('2p', 1, pi_)):
    e = eig[name]
    u, p = shoot(l, e, mu, dmu, v, NT)
    nrm = np.sqrt(line(u*u)); uc, L = abs(u[NC])/nrm, p[NC]/u[NC]/muc
    Q = line(u[:NC+1]**2)/nrm**2
    u2g = 4*np.pi*r**2*((ao[0]@C3[:, cols])**2).mean(1)
    Qg = line(u2g[:ic+1:2])
    assert abs(Q-Qg) < 2e-4 and abs(uc**2-u2g[ic]) < 2e-4
    sAE = slope(lambda y: shoot(l, y, mu, dmu, v, NC), e, muc)
    pred, usual = -2*Q/(muc*uc**2), -2*Q/uc**2
    assert abs(sAE/pred-1) < 1e-6 and abs(sAE/usual-1) > 1e-3
    print(f"{name}: |u(rc)| = {uc:.6f} bohr^-1/2, u'/u = {L:.6f} 1/bohr, Q = {Q:.6f} (3D {Qg:.6f})")
    print(f"{name} slope 1/(Ha bohr): FD {sAE:.6f}, with mu {pred:.6f}, usual {usual:.6f}")
    print(f"{name} slope = {sAE/(EV*ANG):.6f} 1/(eV Angstrom)")
    upp = (dmu[ic]/rc+muc*l*(l+1)/rc**2+2*(v[ic]-e)-dmu[ic]*L)/muc
    A = np.log(uc/rc**(l+1)); B = (L-(l+1)/rc)/(2*rc)
    Cq = (upp-L**2+(l+1)/rc**2-2*B)/(8*rc**2)
    ups = lambda c: ri**(l+1)*np.exp(A+B*t+Cq*t**2+c*t**3)
    def pseudo(target, m, dm_):
        c = brentq(lambda y: np.log(line(ups(y)[::2]**2)/target), -3, 3, xtol=1e-14)
        g = B+2*Cq*t+3*c*t**2
        d1, d2 = 2*ri*g, 2*g+4*ri**2*(2*Cq+6*c*t)
        return c, e+0.5*(m*(d2+d1**2+4*(l+1)*g)+dm_*(d1+l/ri))
    print(f"{name} p = A+Bt+Ct^2+ct^3, t=r^2-rc^2 (bohr): A={A:.5f} B={B:.5f} C={Cq:.5f}")
    for tag, target, m, dm_, want in (('mu_PS smooth, Q', Q, mu_ps, dmu_ps, 1.0),
                                      ('mu_PS=1, Q', Q, one, zero, muc),
                                      ('mu_PS=1, Q/mu', Q/muc, one, zero, 1.0)):
        c, vps = pseudo(target, m, dm_)
        uu, pp = shoot(l, e, m, dm_, vps, NC)
        assert abs(pp[-1]/uu[-1]/m[-1]-L) < 1e-6
        s = slope(lambda y: shoot(l, y, m, dm_, vps, NC), e, m[-1])
        assert abs(s/sAE-want) < 1e-5
        print(f"  {tag}: c={c:.5f}, Q_PS={target:.6f}, v(0)={vps[0]:.4f} Ha, slope/AE={s/sAE:.6f}")
    c, vps = pseudo(Q, mu_ps, dmu_ps)
    assert abs(vps[-1]-v[ic]) < 1e-8
    bump = (1-ri**2/rc**2)**4
    chi = -bump*ups(c); Ekb = line((chi*ups(c))[::2])
    def kb(y):
        a0, b0 = shoot(l, y, mu_ps, dmu_ps, vps+bump, NC)
        a1, b1 = shoot(l, y, mu_ps, dmu_ps, vps+bump, NC, src=chi)
        k = line(chi[::2]*a0)/(Ekb-line(chi[::2]*a1))
        return a0+k*a1, b0+k*b1
    uu, pp = kb(e); s = slope(kb, e, muc)
    assert abs(pp[-1]/uu[-1]/muc-L) < 1e-6 and abs(s/sAE-1) < 1e-5
    print(f"  KB, v_loc-v_l=(1-r^2/rc^2)^4 Ha: <chi|u>={Ekb:.5f} Ha, slope/AE={s/sAE:.6f}")

# step in mu, v = 0: Bessel matching against a smoothed step in the radial equation.
# D = mu R'/R at rc. Matching mu u' instead of mu R' shifts D by
# (mu1-mu2) u(a)^2 / [a u(rc) u_w(rc)], u_w being the wrongly matched solution.
m1, m2, ra, e, wd = 1.5, 1.0, 0.8, 1.0, 0.02
def step(l, y, flux=True):
    k1, k2 = np.sqrt(2*y/m1), np.sqrt(2*y/m2)
    R, dR = jn(l, k1*ra), k1*jn(l, k1*ra, True)
    dout = m1*dR/m2 if flux else (m1*(dR+R/ra))/m2-R/ra
    al, be = np.linalg.solve([[jn(l, k2*ra), yn(l, k2*ra)],
                              [k2*jn(l, k2*ra, True), k2*yn(l, k2*ra, True)]], [R, dout])
    f = lambda q: jn(l, k1*q) if q <= ra else al*jn(l, k2*q)+be*yn(l, k2*q)
    return m2*k2*(al*jn(l, k2*rc, True)+be*yn(l, k2*rc, True))/f(rc), f
th = np.tanh((r-ra)/wd)
ms, dms = 0.5*(m1+m2)+0.5*(m2-m1)*th, 0.5*(m2-m1)*(1-th**2)/wd
print(f"step model: mu={m1} in, {m2} out of {ra} bohr, eps={e} Ha, smoothing {wd} bohr")
for l in (0, 1):
    uu, pp = shoot(l, e, ms, dms, 0*r, NC)
    Dn = pp[-1]/uu[-1]-ms[ic]/rc
    (D, f), (Dw, fw) = step(l, e), step(l, e, False)
    gap = (m1-m2)*(ra*f(ra))**2/(ra*rc**2*f(rc)*fw(rc))
    print(f"  l={l} D(rc) 1/bohr: smoothed {Dn:.4f}, mu R' cont. {D:.4f}, mu u' cont. {Dw:.4f}")
    print(f"  l={l} gap 1/bohr: Bessel {Dw-D:.6f}, Wronskian formula {gap:.6f}")
    assert abs(Dw-D-gap) < 1e-10
    assert abs(Dn-D) < 1e-2 and abs(Dn-D) < 0.05*abs(Dw-D)
    Qs = quad(lambda q: (q*f(q))**2, 0, rc, points=[ra], epsabs=1e-13)[0]
    sD = (step(l, e+1e-4)[0]-step(l, e-1e-4)[0])/2e-4
    assert abs(sD/(-2*Qs/(rc*f(rc))**2)-1) < 1e-6
    print(f"  l={l} dD/deps 1/(Ha bohr): FD {sD:.6f}, -2Q/u^2 {-2*Qs/(rc*f(rc))**2:.6f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Cartesian minus radial operator, l=0,1,2: max 1.4e-166
F r2SCAN 25s18p: E = -99.68279 Ha, Exc = -10.24966 Ha, N = 9.000000
rc = 1.3 bohr: n = 0.16332 bohr^-3, n' = -0.51197 bohr^-4, tau = 0.26982 Ha/bohr^3
at rc: v_tau = 0.051938, mu' = 0.05069 1/bohr, m*/m = 0.950627, v = -1.06320 Ha
mu range for r < 10.0 bohr: 1.00001 to 1.08400 (max at 2.014 bohr)
dExc/dlambda: FD -3.290680 Ha; local -3.501405 + tau term 0.210726 Ha
1s: 3D -24.584738 Ha, radial -24.584744 Ha (-668.985 eV), shift without mu'u/r -0.14258 Ha
2s: 3D -1.157195 Ha, radial -1.157197 Ha (-31.489 eV), shift without mu'u/r -0.03123 Ha
2p: 3D -0.425044 Ha, radial -0.425047 Ha (-11.566 eV), shift without mu'u/r -0.02547 Ha
norm relation, l=0,1,2, 3 radii, 2 energies: max rel. error 1.5e-08
smooth mu_PS = a + b r^2: a = 1.018990, b = 0.019496 bohr^-2
2s: |u(rc)| = 0.723747 bohr^-1/2, u'/u = -1.021565 1/bohr, Q = 0.779987 (3D 0.779979)
2s slope 1/(Ha bohr): FD -2.831090, with mu -2.831090, usual -2.978131
2s slope = -0.196608 1/(eV Angstrom)
2s p = A+Bt+Ct^2+ct^3, t=r^2-rc^2 (bohr): A=-0.58568 B=-0.68877 C=0.08807
  mu_PS smooth, Q: c=0.03077, Q_PS=0.779987, v(0)=-3.3666 Ha, slope/AE=1.000000
  mu_PS=1, Q: c=0.03077, Q_PS=0.779987, v(0)=-3.3254 Ha, slope/AE=1.051938
  mu_PS=1, Q/mu: c=0.04825, Q_PS=0.741476, v(0)=-2.8761 Ha, slope/AE=1.000000
  KB, v_loc-v_l=(1-r^2/rc^2)^4 Ha: <chi|u>=-0.18960 Ha, slope/AE=1.000000
2p: |u(rc)| = 0.695809 bohr^-1/2, u'/u = -0.702158 1/bohr, Q = 0.705013 (3D 0.705001)
2p slope 1/(Ha bohr): FD -2.768577, with mu -2.768577, usual -2.912371
2p slope = -0.192267 1/(eV Angstrom)
2p p = A+Bt+Ct^2+ct^3, t=r^2-rc^2 (bohr): A=-0.88741 B=-0.86178 C=0.18158
  mu_PS smooth, Q: c=-0.15474, Q_PS=0.705013, v(0)=-14.6784 Ha, slope/AE=1.000000
  mu_PS=1, Q: c=-0.15474, Q_PS=0.705013, v(0)=-14.4319 Ha, slope/AE=1.051938
  mu_PS=1, Q/mu: c=-0.13683, Q_PS=0.670204, v(0)=-13.6649 Ha, slope/AE=1.000000
  KB, v_loc-v_l=(1-r^2/rc^2)^4 Ha: <chi|u>=-0.16369 Ha, slope/AE=1.000000
step model: mu=1.5 in, 1.0 out of 0.8 bohr, eps=1.0 Ha, smoothing 0.02 bohr
  l=0 D(rc) 1/bohr: smoothed -1.1402, mu R' cont. -1.1406, mu u' cont. -0.7133
  l=0 gap 1/bohr: Bessel 0.427350, Wronskian formula 0.427350
  l=0 dD/deps 1/(Ha bohr): FD -1.538311, -2Q/u^2 -1.538311
  l=1 D(rc) 1/bohr: smoothed 0.3141, mu R' cont. 0.3134, mu u' cont. 0.4080
  l=1 gap 1/bohr: Bessel 0.094567, Wronskian formula 0.094567
  l=1 dD/deps 1/(Ha bohr): FD -0.590134, -2Q/u^2 -0.590134
ALL CHECKS PASSED
```
